\section*{Zero-point energy and RPA trace-log energy of dipole-coupled oscillators}

\section{Result and conditions}

Consider $N$ isotropic charged oscillators at distinct fixed points, with static polarizabilities $\alpha_a$ and frequencies $\omega_a$, coupled through instantaneous point-dipole fields. Atomic units are used ($\hbar=e=m_e=4\pi\varepsilon_0=1$). If the coupled frequencies $\bar\omega_k$ are all real and positive, the interaction energy of the ground state is
\begin{equation}
E=\frac12\sum_{k=1}^{3N}\bar\omega_k-\frac32\sum_{a=1}^{N}\omega_a
=\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}\ln[1-\alpha(iu)T].
\label{eq:main}
\end{equation}
Here $\alpha(iu)$ is the diagonal $3N\times3N$ matrix with entries
\begin{equation}
\alpha_a(iu)=\frac{\alpha_a\omega_a^2}{\omega_a^2+u^2},
\label{eq:alpha}
\end{equation}
each repeated for $x,y,z$. The matrix $T$ has the $3\times3$ blocks
\begin{equation}
T_{ab}=\frac{3\,n n^{\mathsf T}-1}{R_{ab}^3}\quad(a\ne b),\qquad T_{aa}=0,
\label{eq:T}
\end{equation}
where $n$ is the unit vector along the line $ab$. The right side of (\ref{eq:main}) is the adiabatic-connection energy in the random-phase approximation (RPA). When its power series in $T$ converges, the second order is the sum of London pair energies and the third is the sum of Axilrod--Teller--Muto triple energies. For three or more oscillators, convergence can need a stronger condition than real frequencies, as shown below.

RPA is exact for this model because the Hamiltonian is quadratic. That does not make it exact for interacting electrons. The model leaves out charge overlap, higher multipoles, retardation, and more than one excitation frequency per site.

\section{From the Hamiltonian to the trace of the logarithm}

\subsection{Sign of the coupling and normal modes}

A dipole $p_b$ produces the potential $p_b\cdot R/R^3$ at separation $R$. Minus its gradient is the field
\begin{equation}
E_i=-\partial_i\frac{p_{b,j}R_j}{R^3}
=\frac{3R_iR_jp_{b,j}}{R^5}-\frac{p_{b,i}}{R^3}=(T_{ab}p_b)_i .
\end{equation}
The energy of $p_a$ in this field is $-p_a^{\mathsf T}T_{ab}p_b$, so the total coupling is $V=-\frac12p^{\mathsf T}Tp$. The factor $\frac12$ removes the double counting of pairs.

Let oscillator $a$ have charge $q_a$, mass $m_a$ and displacement $x_a$. In a static field $\mathcal E$, force balance $m_a\omega_a^2x_a=q_a\mathcal E$ gives $\alpha_a=q_a^2/(m_a\omega_a^2)$. With $\xi_a=\sqrt{m_a}\,x_a$ and $q_a>0$ (a sign of $q_a$ can be absorbed in $x_a$),
\begin{equation}
p_a=q_ax_a=\omega_a\sqrt{\alpha_a}\,\xi_a .
\end{equation}
Let $\Omega$ and $a_0$ be the diagonal matrices of $\omega_a$ and $\alpha_a$, and $\pi$ the momenta conjugate to $\xi$. Then
\begin{equation}
H=\tfrac12\pi^{\mathsf T}\pi+\tfrac12\xi^{\mathsf T}C\xi,\qquad
C=\Omega^2-\Omega a_0^{1/2}Ta_0^{1/2}\Omega .
\label{eq:C}
\end{equation}
$C$ is real and symmetric. An orthogonal rotation of $\xi$ and $\pi$ diagonalizes it and leaves the kinetic energy unchanged. The result is $3N$ independent oscillators whose squared frequencies are the eigenvalues of $C$. Subtracting the zero-point energy at infinite separation gives the first form in (\ref{eq:main}).

Define
\begin{equation}
S(u)=\alpha(iu)^{1/2}T\alpha(iu)^{1/2}.
\end{equation}
Since $C=\Omega[1-S(0)]\Omega$ and $\Omega$ is invertible, $C$ is positive definite if and only if every eigenvalue of $S(0)$ is below 1. This is the stability condition. Beyond it the quadratic Hamiltonian has no lower bound.

\subsection{Determinant and frequency integral}

Set $D=(\Omega^2+u^2)^{1/2}$. Diagonal matrices commute, and $D^{-1}\Omega a_0^{1/2}=\alpha(iu)^{1/2}$ by (\ref{eq:alpha}). Hence
\begin{equation}
C+u^2=D^2-\Omega a_0^{1/2}Ta_0^{1/2}\Omega=D[1-S(u)]D .
\label{eq:factor}
\end{equation}
Also $\alpha^{1/2}S\alpha^{-1/2}=\alpha T$, so $S$ and $\alpha T$ have the same eigenvalues. Taking determinants,
\begin{equation}
\det[1-\alpha(iu)T]=\frac{\det(C+u^2)}{\det(\Omega^2+u^2)}
=\frac{\prod_k(\bar\omega_k^2+u^2)}{\prod_a(\omega_a^2+u^2)^3}.
\label{eq:det}
\end{equation}
For a stable system $C+u^2$ is positive definite, and by (\ref{eq:factor}) so is $1-S(u)$. Its logarithm is therefore real, with no choice of branch.

For $A,B>0$ let $J(A)=\int_0^\infty\ln[(A^2+u^2)/(B^2+u^2)]\,du$. The integrand falls as $u^{-2}$, and its $A$-derivative is integrable uniformly for $A$ in any closed interval of positive numbers. Thus
\begin{equation}
J'(A)=\int_0^\infty\frac{2A\,du}{A^2+u^2}=\pi,\qquad J(B)=0,
\qquad J(A)=\pi(A-B).
\end{equation}
Both products in (\ref{eq:det}) have $3N$ factors, which can be paired in any order. The integral of the logarithm is then $\pi(\sum_k\bar\omega_k-3\sum_a\omega_a)=2\pi E$, which proves (\ref{eq:main}).

\section{Why this is the RPA adiabatic connection}

\subsection{Fluctuations at scaled coupling}

Replace $T$ by $\lambda T$ with $0\le\lambda\le1$. The matrix $C_\lambda=(1-\lambda)\Omega^2+\lambda C$ stays positive definite, so the path is stable. The Hellmann--Feynman theorem gives
\begin{equation}
\frac{dE}{d\lambda}=\langle V\rangle_\lambda=-\tfrac12\mathrm{Tr}[T\langle pp^{\mathsf T}\rangle_\lambda].
\label{eq:HF}
\end{equation}
An applied field adds $-p\cdot\mathcal E$ to $H$, so that $\ddot\xi=-C_\lambda\xi+\Omega a_0^{1/2}\mathcal E$. Continued to frequency $iu$, the dipole response is
\begin{equation}
\chi_\lambda=a_0^{1/2}\Omega(C_\lambda+u^2)^{-1}\Omega a_0^{1/2}
=\alpha^{1/2}(1-\lambda S)^{-1}\alpha^{1/2}=(1-\lambda\alpha T)^{-1}\alpha .
\label{eq:chi}
\end{equation}
The second form uses (\ref{eq:factor}) with $T\to\lambda T$. Equivalently, $\chi_\lambda=\alpha+\lambda\alpha T\chi_\lambda$. The uncoupled response is screened by the bilinear interaction alone, with no further kernel, and this is the RPA structure.

A ground-state oscillator of unit mass and frequency $\bar\omega$ has $\langle\xi^2\rangle=1/(2\bar\omega)$, while $\int_0^\infty du/(\bar\omega^2+u^2)=\pi/(2\bar\omega)$. Applying both to each eigenvector of $C_\lambda$,
\begin{equation}
\langle\xi\xi^{\mathsf T}\rangle_\lambda=\frac1\pi\int_0^\infty(C_\lambda+u^2)^{-1}du,
\qquad
\langle pp^{\mathsf T}\rangle_\lambda=\frac1\pi\int_0^\infty\chi_\lambda(iu)\,du .
\end{equation}
Inserting this in (\ref{eq:HF}) and using the cyclic property of the trace,
\begin{equation}
\frac{dE}{d\lambda}=-\frac1{2\pi}\int_0^\infty\!\mathrm{Tr}[(1-\lambda\alpha T)^{-1}\alpha T]\,du
=\frac1{2\pi}\int_0^\infty\!\frac{d}{d\lambda}\mathrm{Tr}\ln(1-\lambda\alpha T)\,du .
\end{equation}
Integration from $\lambda=0$, where $E=0$, to $\lambda=1$ gives (\ref{eq:main}) again. Writing $\chi_\lambda-\chi_0$ in place of $\chi_\lambda$ gives the same energy here, because $\mathrm{Tr}(T\alpha)=0$ when $T_{aa}=0$.

\subsection{RPA eigenvalue problem}

With $\xi_i=(b_i+b_i^\dagger)/\sqrt{2\omega_i}$ the dipoles are $p_i=d_i(b_i+b_i^\dagger)$, where $d_i=\sqrt{\alpha_i\omega_i/2}$. Let $d$ be the diagonal matrix of the $d_i$, and set $K=-dTd$, $A=\Omega+K$, $B=K$. The RPA equations are
\begin{equation}
AX+BY=\nu X,\qquad -BX-AY=\nu Y .
\end{equation}
Their sum is $(A-B)(X-Y)=\nu(X+Y)$ and their difference is $(A+B)(X+Y)=\nu(X-Y)$. Eliminating $X-Y$ gives
\begin{equation}
\Omega(\Omega+2K)(X+Y)=\nu^2(X+Y).
\end{equation}
The matrix on the left is similar to $\Omega^{1/2}(\Omega+2K)\Omega^{1/2}$. This equals $C$, because $\sqrt2\,\Omega^{1/2}d=\Omega a_0^{1/2}$. So $\nu=\pm\bar\omega_k$. The diagonal of $K$ vanishes, hence $\mathrm{Tr}A=3\sum_a\omega_a$, and the plasmon formula $\frac12(\sum_k\bar\omega_k-\mathrm{Tr}A)$ is the zero-point shift.

\section{Expansion in the coupling}

Let $\rho$ be the largest absolute eigenvalue of $S(0)$. We have $S(u)=gS(0)g$ with $g=\Omega D^{-1}\le1$, so no eigenvalue of $S(u)$ exceeds $\rho$ in magnitude. For $\rho<1$ the logarithm can be expanded at every $u$. Since $|\mathrm{Tr}S^n|\le\rho^{n-2}\mathrm{Tr}S^2$ for $n\ge2$ and $\mathrm{Tr}S^2$ falls as $u^{-4}$, the series may be integrated term by term:
\begin{equation}
E=\sum_{n\ge2}E_n,\qquad
E_n=-\frac1{2\pi n}\int_0^\infty\mathrm{Tr}[\alpha(iu)T]^n\,du .
\label{eq:orders}
\end{equation}

\subsection{Second order: London}

From $(3nn^{\mathsf T}-1)^2=3nn^{\mathsf T}+1$ follows $\mathrm{Tr}(T_{ab}T_{ba})=6/R_{ab}^6$. Each pair occurs twice in the trace, so
\begin{equation}
E_2=-\frac1{4\pi}\sum_{a<b}\frac{12}{R_{ab}^6}\int_0^\infty\alpha_a\alpha_b\,du
=-\sum_{a<b}\frac{C_6^{ab}}{R_{ab}^6},\quad
C_6^{ab}=\frac3\pi\int_0^\infty\alpha_a\alpha_b\,du .
\end{equation}
Partial fractions give
\begin{equation}
\int_0^\infty\!\frac{du}{(\omega_a^2+u^2)(\omega_b^2+u^2)}
=\frac{\pi}{2(\omega_b^2-\omega_a^2)}\left(\frac1{\omega_a}-\frac1{\omega_b}\right)
=\frac{\pi}{2\omega_a\omega_b(\omega_a+\omega_b)},
\label{eq:I2}
\end{equation}
with equal frequencies covered by continuity. Multiplying by $(3/\pi)\alpha_a\alpha_b\omega_a^2\omega_b^2$ yields London's coefficient
\begin{equation}
C_6^{ab}=\frac32\,\alpha_a\alpha_b\,\frac{\omega_a\omega_b}{\omega_a+\omega_b}.
\label{eq:C6}
\end{equation}

\subsection{Third order: Axilrod--Teller--Muto}

The third-order trace is a sum over closed paths of three hops. Since $T_{aa}=0$, the three sites must differ, and a pair contributes nothing. Each triple occurs in six orderings, which are equal by cyclicity and transposition.

Let $n_1,n_2,n_3$ point from $a$ to $b$, $b$ to $c$ and $c$ to $a$, and let $\gamma_a,\gamma_b,\gamma_c$ be the interior angles. The scalar products of successive vectors are minus the cosines of these angles. With $P=\cos\gamma_a\cos\gamma_b\cos\gamma_c$ and $Q_i=n_in_i^{\mathsf T}$,
\begin{align}
\mathrm{Tr}\prod_{i=1}^3(3Q_i-1)
&=27\,\mathrm{Tr}(Q_1Q_2Q_3)-9\sum_{i<j}\mathrm{Tr}(Q_iQ_j)+3\sum_i\mathrm{Tr}Q_i-3\notag\\
&=-27P-9\sum_a\cos^2\gamma_a+6 .
\end{align}
The angles add to $\pi$, so $\cos\gamma_c+\cos\gamma_a\cos\gamma_b=\sin\gamma_a\sin\gamma_b$. Squaring this gives $\sum_a\cos^2\gamma_a=1-2P$. The trace is therefore $-3(1+3P)$. With the prefactor $-1/(6\pi)$ and the six orderings,
\begin{equation}
E_3=\sum_{a<b<c}C_9^{abc}\frac{1+3P}{R_{ab}^3R_{bc}^3R_{ca}^3},\qquad
C_9^{abc}=\frac3\pi\int_0^\infty\alpha_a\alpha_b\alpha_c\,du .
\label{eq:ATM}
\end{equation}

For the integral write $\omega_a,\omega_b,\omega_c$ as $r,s,t$. Separating the factors that contain $s$ and $t$ and using (\ref{eq:I2}) twice,
\begin{align}
I_3&=\int_0^\infty\frac{du}{(r^2+u^2)(s^2+u^2)(t^2+u^2)}\notag\\
&=\frac{\pi}{2r(t^2-s^2)}\left[\frac1{s(r+s)}-\frac1{t(r+t)}\right]
=\frac{\pi(r+s+t)}{2rst(r+s)(s+t)(t+r)} .
\end{align}
The last step uses $t(r+t)-s(r+s)=(t-s)(r+s+t)$. Hence
\begin{equation}
C_9^{abc}=\frac32\,\alpha_a\alpha_b\alpha_c\,
\frac{rst(r+s+t)}{(r+s)(s+t)(t+r)} .
\label{eq:C9}
\end{equation}
The angular factor $1+3P$ is $11/8$ for an equilateral triangle (repulsion) and $-2$ for a straight chain (attraction).

\subsection{Fourth order and the identical pair}

Four-hop paths visit two, three or four sites. Two-site paths give $-(1/8\pi)\,2\,(18/R^{12})\int\alpha_a^2\alpha_b^2du$, since the eigenvalues of $R^3T_{ab}$ are $2,-1,-1$. Three-site paths have the form $a\to b\to a\to c\to a$ up to cyclic order. They contain $\mathrm{Tr}(T_{ab}^2T_{ac}^2)>0$, so they also lower the energy. The non-additive energy of three oscillators is thus not given by the triple term (\ref{eq:ATM}) alone.

For two identical oscillators with $x=\alpha/R^3$, $S(0)$ has eigenvalues $\pm2x$ once and $\pm x$ twice. Therefore
\begin{align}
E&=\frac\omega2\left[\sqrt{1-2x}+\sqrt{1+2x}+2\sqrt{1-x}+2\sqrt{1+x}-6\right]\notag\\
&=-\tfrac34\omega x^2-\tfrac{45}{64}\omega x^4+O(x^6).
\end{align}
The first term is London's. The closed form applies for $x<\frac12$. At $x=\frac12$ the softest mode, with both dipoles parallel along the axis, reaches zero frequency. For atoms $\alpha^{1/3}$ is of the order of the atomic radius, so at such distances their charge clouds overlap and the point-dipole coupling is no longer adequate.

\section{Stable energy with a divergent series}

Take three identical oscillators in an equilateral triangle of side $R$. Out-of-plane dipoles couple through $-1/R^3$, which gives $R^3T$ the eigenvalues $-2,1,1$. By symmetry, the in-plane pattern with all dipoles radial is an eigenvector, and so is the tangential pattern. For two radial dipoles the projections on the side are $\pm\sqrt3/2$ with opposite signs, and their scalar product is $-\frac12$. Two neighbours give
\begin{equation}
2\left[3\left(-\tfrac34\right)+\tfrac12\right]=-\tfrac72,\qquad
2\left[3\left(\tfrac14\right)+\tfrac12\right]=\tfrac52,
\end{equation}
where the second value is the tangential one, with equal projections of magnitude $\frac12$. The other four modes form two degenerate pairs $e_1,e_2$. From $\mathrm{Tr}(R^3T)=0$ and $\mathrm{Tr}(R^3T)^2=36$ one finds $e_1+e_2=\frac12$ and $e_1^2+e_2^2=\frac{23}4$, so $e_{1,2}=(1\pm3\sqrt5)/4$. The extremes are $-\frac72$ and $\frac52$.

Stability requires $\alpha/R^3<\frac25$, but $\rho<1$ requires $\alpha/R^3<\frac27$. Between these limits (\ref{eq:main}) is finite while (\ref{eq:orders}) diverges. Indeed, for equal frequencies the radial mode contributes to $E_n$ a term proportional to
\begin{equation}
\frac{(-\rho)^n}{n}\int_0^\infty\frac{du}{(1+u^2/\omega^2)^n},
\end{equation}
whose integral falls only as $n^{-1/2}$ and cannot offset $\rho^n$ for $\rho>1$.

For $\omega=0.5$ hartree and $\alpha/R^3=0.25$, the series through order 200 and the normal modes both give $-0.07304$ hartree. At $\alpha/R^3=0.34$ the energy is $-0.1500$ hartree, while the terms of order 10, 20 and 40 are $-0.014$, $-0.026$ and $-0.296$ hartree.

\section{Evaluation and worked example}

For numerical work, diagonalize the symmetric matrix $S(u)$ and sum $\ln(1-s_k)$ over its eigenvalues $s_k$, with a routine that is accurate for small $s_k$. First check that the largest eigenvalue of $S(0)$ is below 1. The map $u=u_0(1+x)/(1-x)$, with weight factor $2u_0/(1-x)^2$, brings the integral to $-1<x<1$ for Gauss--Legendre quadrature. Since $\mathrm{Tr}S=0$, the integrand falls as $u^{-4}$.

Choose model oscillators $A,B,C$ with $\alpha=10,12,8$ bohr$^3$ and $\omega=0.5,0.4,0.6$ hartree, at $(0,0)$, $(7,0)$ and $(3,6)$ bohr. For $AB$, (\ref{eq:C6}) gives
\begin{equation}
C_6^{AB}=\frac32(10)(12)\frac{(0.5)(0.4)}{0.9}=40.0,\qquad
-\frac{40.0}{7^6}=-340.0\times10^{-6},
\end{equation}
in hartree\,bohr$^6$ and hartree. Adding $-359.1$ for $AC$ and $-245.8$ for $BC$ gives $E_2=-944.9$ microhartree.

The cosines at $A,B,C$ are $3/\sqrt{45}$, $4/\sqrt{52}$ and $24/\sqrt{2340}$, so $1+3P=1+3(288/2340)=1.369$. From (\ref{eq:C9}),
\begin{equation}
C_9=\frac32(960)\frac{(0.12)(1.5)}{(0.9)(1.0)(1.1)}=261.8\ \text{hartree\,bohr}^9 ,
\end{equation}
and (\ref{eq:ATM}) gives $E_3=+9.23$ microhartree, about 1\% of $|E_2|$. In a straight chain $A$--$B$--$C$ with spacing 7 bohr the triple energy is $-1.62$ microhartree.

Diagonalization, the trace-log integral, the coupling integral and the plasmon formula all give $E=-937.35$ microhartree, or $-25.51$ meV. The eigenvalues of $S(0)$ lie between $-0.102$ and $0.074$, so the series converges. Orders 2 to 6 add up to within $0.001$ microhartree of $E$. The orders extracted from the diagonalized energy were tested against (\ref{eq:C6}), (\ref{eq:ATM}) and the traces in (\ref{eq:orders}).

The non-additive energy, $E$ minus the three complete pair energies, is
\begin{equation}
-937.35-(-945.71)=8.36\ \text{microhartree}.
\end{equation}
It is smaller than $E_3$ chiefly because of the three-body part of fourth order, $-0.93$ microhartree. The pair part of that order, $-0.78$ microhartree, belongs to the pair energies.

A separate test diagonalizes the pair $AB$ at 5 bohr in a basis of oscillator number states. It gives $-2578.7$ microhartree, equal to the normal-mode value. London's term alone is $-40/5^6$ hartree $=-2560$ microhartree, and the rest comes from even orders beyond the second. The axial correlation $\langle p_Ap_B\rangle$ is $0.2175\,e^2\,$bohr$^2$ both from that ground state and from the response integral. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Static polarizabilities A,B,C (bohr^3): 10.0 12.0 8.0
Bare frequencies A,B,C (hartree): 0.5 0.4 0.6
Positions A,B,C (bohr): [[0.0, 0.0], [7.0, 0.0], [3.0, 6.0]]
AB: R = 7.0000 bohr, C6 = 40.0000 hartree bohr^6, London = -339.9944 microhartree
AC: R = 6.7082 bohr, C6 = 32.7273 hartree bohr^6, London = -359.1470 microhartree
BC: R = 7.2111 bohr, C6 = 34.5600 hartree bohr^6, London = -245.7897 microhartree
Coupled frequencies (hartree): 0.397410 0.398700 0.399237 0.497691 0.499668 0.500821 0.600784 0.601079 0.602735
Static alpha T eigenvalues, lowest and highest: -0.10236 0.07392
E, diagonalization (microhartree): -937.351321
E, trace of logarithm (microhartree): -937.351321
E, adiabatic connection (microhartree): -937.351321
E, RPA plasmon formula (microhartree): -937.351321
E, diagonalization (meV): -25.50663
dE/dlambda at 0.6, modes (microhartree): -1125.3839
dE/dlambda at 0.6, response (microhartree): -1125.3839
C9 (hartree bohr^9): 261.8182
Triangle angular factor: 1.36923
London sum (microhartree): -944.931129
ATM energy (microhartree): 9.233334
Order 2 from diagonalization (microhartree): -944.931129
Order 3 from diagonalization (microhartree): 9.233334
Order 4 from diagonalization (microhartree): -1.704600
Order 5 from diagonalization (microhartree): 0.057817
Order 6 from diagonalization (microhartree): -0.007108
Sum of orders 2 to 6 (microhartree): -937.351687
Sum of full pair energies (microhartree): -945.707954
Non-additive energy (microhartree): 8.356633
Order 4, pair part (microhartree): -0.775483
Order 4, three-body part (microhartree): -0.929117
Chain A-B-C, spacing 7.0 bohr: angular factor -2.0000, ATM = -1.622025 microhartree
Pair AB at 5.0 bohr, number states (microhartree): -2578.66334
Pair AB, normal modes (microhartree): -2578.66334
Axial dipole correlation, number states (e^2 bohr^2): 0.2175206
Axial dipole correlation, response (e^2 bohr^2): 0.2175206
Equilateral R^3 T eigenvalues, lowest and highest: -3.5000 2.5000
Equilateral bare frequency (hartree): 0.50
alpha/R^3 = 0.25: E = -0.07303709 hartree, series to order 200 = -0.07303709 hartree
alpha/R^3 = 0.34: E = -0.15002738 hartree
alpha/R^3 = 0.34, series term 10 (hartree): -0.013779
alpha/R^3 = 0.34, series term 20 (hartree): -0.026094
alpha/R^3 = 0.34, series term 40 (hartree): -0.295958
Lowest squared frequency at alpha/R^3 = 0.39 and 0.41 (hartree^2): 0.00625 -0.00625
\end{verbatim}
